\section*{Stiffness and Permittivity of Porous Dielectric Films at Fixed Skeleton Chemistry}

\section{Result and scope}

Let a dense solid have relative permittivity $k_s$ and Young's modulus $E_s$. A porous film made from it has solid fraction $f=\rho/\rho_s$, permittivity $k$ and modulus $E$. If the film obeys the Clausius--Mossotti relation with a fixed polarizability per unit mass, and if $E=E_s f^n$, then
\begin{equation}
E=E_s\left[\frac{(k-1)/(k+2)}{(k_s-1)/(k_s+2)}\right]^n .
\label{eq:main}
\end{equation}
Thus $E\propto[(k-1)/(k+2)]^n$ along a series of films that satisfy both premises and differ in density alone.

The Clausius--Mossotti premise describes a cubic lattice of dipoles diluted by uniform expansion or, approximately, well-separated spherical grains in vacuum. A film that carries load has a connected skeleton. If it is better described as a continuous solid containing spherical pores, the same elimination gives
\begin{equation}
E=E_s\left[\frac{3k_s(k-1)}{(k_s-1)(k+2k_s)}\right]^n .
\label{eq:poremain}
\end{equation}
For $1<k<k_s$ and $n>0$ this modulus is lower than that of Eq.~\eqref{eq:main}. Both equations are model estimates. Neither is a bound on the modulus of a real film, because the power law $E=E_sf^n$ is itself an assumption.

Both permittivities must refer to the same frequency range; here they are static. The dielectric response is taken as isotropic or cubic. Fields and polarizabilities are in Gaussian-type atomic units, with $\mathbf D=\mathbf F+4\pi\mathbf P$, where $\mathbf F$ is the macroscopic electric field; the letter $E$ is kept for the modulus. Moduli are in GPa.

\section{From density to permittivity}

\subsection{The local field}

Consider polarizable points of number density $N$ and polarizability $\alpha$ on a cubic lattice, with uniform polarization $\mathbf P$. Draw a sphere around one site, large compared with the lattice spacing. The dipoles outside it can be treated as a continuum. Their field at the centre is the macroscopic field $\mathbf F$ minus the field of a uniformly polarized sphere.

To find that field, represent the sphere by two balls of charge density $\pm q$, displaced by $\pm\boldsymbol\delta/2$, so that $\mathbf P=q\boldsymbol\delta$. By Gauss's law the field inside one centred ball is $4\pi q\mathbf r/3$. The sum is
\begin{equation}
\frac{4\pi q}{3}\left[\left(\mathbf r-\frac{\boldsymbol\delta}{2}\right)-\left(\mathbf r+\frac{\boldsymbol\delta}{2}\right)\right]=-\frac{4\pi}{3}\mathbf P .
\end{equation}
Subtracting it adds $+4\pi\mathbf P/3$ to $\mathbf F$.

The dipoles $p$ inside the sphere, directed along $z$, give the field component $p\sum(3z^2-r^2)/r^5$ at the centre. Cubic symmetry makes $\sum z^2/r^5=\frac13\sum r^2/r^5$, so this vanishes. The transverse components contain $\sum xz/r^5$ and $\sum yz/r^5$, which vanish by reflection. The local field is therefore
\begin{equation}
\mathbf F_{\rm loc}=\mathbf F+\frac{4\pi}{3}\mathbf P .
\end{equation}

Now insert $\mathbf P=N\alpha\mathbf F_{\rm loc}$ and $4\pi\mathbf P=(k-1)\mathbf F$. With $y=4\pi N\alpha/3$,
\begin{align}
k-1&=3y\left(1+\frac{k-1}{3}\right)=y(k+2),\\
\frac{k-1}{k+2}&=\frac{4\pi N\alpha}{3}.
\label{eq:cm}
\end{align}

This was tested on a slab of 41 layers of point dipoles, coupled through explicit lattice sums, with $\mathbf D$ imposed along the normal. The permittivity was read from the central layer. At $f=0.1$, 0.3, 0.6 and 1.0 of the dense lattice it gave $(k-1)/(k+2)=0.050$, 0.150, 0.300 and 0.500, proportional to density as required. The lattice sums gave a local-field factor of 4.1888, in agreement with $4\pi/3$.

\subsection{Eliminating the polarizability}

A fixed polarizability per unit mass means that $N\alpha\propto\rho$. Dividing Eq.~\eqref{eq:cm} for the film by the same equation for the dense solid gives
\begin{equation}
f_{\rm CM}=\frac{(k-1)/(k+2)}{(k_s-1)/(k_s+2)}
=\frac{(k_s+2)(k-1)}{(k_s-1)(k+2)} .
\label{eq:fcm}
\end{equation}
The premise fails if processing changes the bonding along with the density. Adsorbed water also breaks it, because it contributes polarizability that is not proportional to the mass of the skeleton.

\subsection{What geometry does this describe?}

Density in a porous film is lowered by removing regions of solid, while the atoms that remain, except those at pore surfaces, keep their near neighbours. Equation~\eqref{eq:fcm} can still hold approximately if the solid forms well-separated spheres. Place a sphere of radius $R$ and permittivity $k_s$ in a vacuum field $F_0$. The potential is $(-F_0r+B/r^2)\cos\theta$ outside and $-F_{\rm in}r\cos\theta$ inside. Continuity of the potential and of the normal component of $\mathbf D$ at $r=R$ requires
\begin{align}
F_{\rm in}&=F_0-\frac{B}{R^3}, &
k_sF_{\rm in}&=F_0+\frac{2B}{R^3}.
\end{align}
Substituting the first into the second gives $(k_s-1)F_0=(k_s+2)B/R^3$. The dipole moment is $B$, so the polarizability of a grain is
\begin{equation}
\alpha_g=R^3\frac{k_s-1}{k_s+2}.
\end{equation}
The number density of grains is $N=f/(4\pi R^3/3)$. Equation~\eqref{eq:cm} then gives
\begin{equation}
\frac{k-1}{k+2}=f\,\frac{k_s-1}{k_s+2},
\label{eq:grain}
\end{equation}
which is Eq.~\eqref{eq:fcm} again. This derivation keeps the dipole interaction between grains and neglects higher multipoles. Separated grains have no load path, so the geometry that justifies the dielectric premise conflicts with the mechanical one. Equation~\eqref{eq:main} is therefore an approximation whenever the density is lowered by pores.

\section{From density to stiffness}

The power law has a mechanical origin in slender frames. Let struts of length $L$ and cross-sectional area $A$ form a frame with cells of size about $L$. The volume of a strut is $AL$ and that of a cell is of order $L^3$, so $f\sim A/L^2$.

Suppose first that the load bends the struts. A strut whose ends cannot rotate deflects by $\delta=FL^3/(12E_sI)$ under a transverse force $F$ (a force in this section). For a fixed shape of cross-section $I=cA^2$, with $c$ a number. The stress is of order $F/L^2$ and the strain of order $\delta/L$, hence
\begin{equation}
E\sim\frac{F/L^2}{\delta/L}=\frac{F}{L\delta}
=12c\,E_s\frac{A^2}{L^4}\propto E_s f^2 .
\end{equation}
If instead the load stretches the struts, $\delta=FL/(E_sA)$ and
\begin{equation}
E\sim\frac{F}{L\delta}=E_s\frac{A}{L^2}\propto E_s f .
\end{equation}
The exponents are $n=2$ for bending and $n=1$ for stretching.

Periodic beam frames were used to test both. A Kelvin frame, whose cells are truncated octahedra, gave a local exponent $d\ln E/d\ln f$ of 1.999 at $f=0.001$. A simple cubic frame loaded along its struts gave 1.000. At $f=0.1$ the Kelvin exponent had fallen to 1.92. This figure belongs to slender beams without shear deflection or overlap at the nodes. At that density the strut diameter is 0.35 of the length, and shear deflection, which scales as $1/f$ like the axial term below, lowers the exponent to about 1.75. The direction of this drift follows from an oblique strut, in which the bending and axial deflections add. With positive constants $a$ and $b$,
\begin{equation}
\frac{1}{E}=\frac{a}{f^2}+\frac{b}{f}
\quad\Longrightarrow\quad
\frac{d\ln E}{d\ln f}=2-\frac{bf}{a+bf}<2 .
\end{equation}

These frames justify a power of density, but not the prefactor of one in $E=E_sf^n$: the cubic frame has $E=E_sf/3$ along its struts, since one strut in three carries the load, and the slender Kelvin frame has $E\approx0.6\,E_sf^2$. With a prefactor of one, $n=1$ is excluded for an isotropic porous solid, whose Hashin--Shtrikman upper bound is $E_sf/(2-f)$ for a Poisson ratio of 0.2. They are also not solids with spherical pores, so using their exponents in Eq.~\eqref{eq:poremain} is a further assumption. In a real film $n$ is an empirical exponent over a limited range. If the power law does not extrapolate to the dense solid, a reference film $(k_r,E_r)$ inside the range should replace it:
\begin{equation}
E=E_r\left[\frac{(k-1)(k_r+2)}{(k+2)(k_r-1)}\right]^n .
\label{eq:ref}
\end{equation}
This form needs neither $k_s$ nor $E_s$, but it still assumes the Clausius--Mossotti relation.

\section{The tradeoff and its slope}

Inserting Eq.~\eqref{eq:fcm} into $E=E_sf^n$ gives Eq.~\eqref{eq:main}. As a numerical check of the elimination, the permittivity of the dipole slab was paired with the modulus of the cubic frame at $f=0.1$ and 0.3. These are two different structures, so the check does not show that a single material obeys both premises. The slope of $\ln E$ against $\ln[(k-1)/(k+2)]$ was 1.000, the exponent of that frame. Against $\ln(k-1)$ it was 0.908, so the denominator $k+2$ matters even at these densities.

For $k\to1$ the denominator tends to 3, and
\begin{equation}
E\simeq E_s\left[\frac{(k_s+2)(k-1)}{3(k_s-1)}\right]^n .
\end{equation}
For $k\to k_s$ the modulus returns to $E_s$.

The relative sensitivity follows from the logarithm of Eq.~\eqref{eq:main}:
\begin{equation}
\frac{d\ln E}{dk}=n\left(\frac{1}{k-1}-\frac{1}{k+2}\right)
=\frac{3n}{(k-1)(k+2)} .
\label{eq:sens}
\end{equation}
It grows as $k$ falls, so equal steps in permittivity cost an increasing fraction of the remaining stiffness. The absolute slope $dE/dk=3nE/[(k-1)(k+2)]$ behaves differently. Setting the derivative of its logarithm to zero gives
\begin{align}
\frac{3n}{(k-1)(k+2)}-\frac{1}{k-1}-\frac{1}{k+2}&=0,\\
3n-(k+2)-(k-1)&=0,\\
k&=\frac{3n-1}{2}.
\end{align}
The left side of the second line is positive below this value and negative above it, so the slope has a maximum there. For $n>1$ the value exceeds one; it is relevant if it also lies below $k_s$.

\section{Pores in a connected solid}

Electrostatics without free charge depends on ratios of permittivity: dividing every permittivity by $k_s$ leaves the equation for the potential unchanged. Spherical pores in a host $k_s$ are then equivalent to spheres of permittivity $1/k_s$ in vacuum, and the composite has permittivity $k/k_s$. With pore fraction $p=1-f$, Eq.~\eqref{eq:grain} becomes
\begin{equation}
\frac{k/k_s-1}{k/k_s+2}=p\,\frac{1/k_s-1}{1/k_s+2}.
\end{equation}
Multiplying numerator and denominator by $k_s$ on each side,
\begin{equation}
\frac{k-k_s}{k+2k_s}=-p\,\frac{k_s-1}{2k_s+1}.
\label{eq:pore}
\end{equation}
Solving for $p$ and forming $f=1-p$,
\begin{align}
f_{\rm pore}&=\frac{(k+2k_s)(k_s-1)-(k_s-k)(2k_s+1)}{(k+2k_s)(k_s-1)}\nonumber\\
&=\frac{3k_s(k-1)}{(k_s-1)(k+2k_s)} .
\label{eq:fpore}
\end{align}
In the numerator the terms in $k_s^2$ and those in $k$ alone cancel, leaving $3kk_s-3k_s$. Raising $f_{\rm pore}$ to the power $n$ gives Eq.~\eqref{eq:poremain}.

The two inferred solid fractions have the ratio
\begin{equation}
\frac{f_{\rm pore}}{f_{\rm CM}}=\frac{3k_s(k+2)}{(k_s+2)(k+2k_s)} .
\end{equation}
The denominator minus the numerator is $2(k_s-1)(k_s-k)$, which is positive for $1<k<k_s$. The pore law thus assigns less solid, and a lower modulus, to the same permittivity.

Field solutions for cubic arrays of spheres with $k_s=4$ tested which law belongs to which geometry. Grains at $f=0.3$ gave $k=1.534$; Eq.~\eqref{eq:grain} gives 1.529 and the pore law 1.730. Pores at $f=0.7$ gave $k=2.894$; the pore law gives 2.909 and Clausius--Mossotti 2.615. Each law agrees with its own geometry to within 1\% of $k$. These values come from a single grid. The multipole series for the same arrays converges to 1.534 for grains and 2.905 for pores, so the pore value carries a grid error of about 0.01, and the higher multipoles shift each result by only about 0.004 from its law.

Applying Eq.~\eqref{eq:fcm} to the computed permittivity of the pore array returns $f=0.774$, although the actual value is 0.700. With $n=2$, the modulus inferred from $E_sf^n$ is then too high by the factor $(0.774/0.700)^2=1.22$. With the converged value $k=2.905$ these numbers become 0.777 and 1.23.

\subsection{Apparent exponent}

Suppose that films obey Eq.~\eqref{eq:poremain} but are plotted as $\ln E$ against $\ln[(k-1)/(k+2)]$. Since
\begin{equation}
\frac{d\ln f_{\rm pore}}{dk}=\frac{1}{k-1}-\frac{1}{k+2k_s}
=\frac{2k_s+1}{(k-1)(k+2k_s)},
\end{equation}
division by $d\ln[(k-1)/(k+2)]/dk=3/[(k-1)(k+2)]$ gives the local slope
\begin{equation}
n_{\rm app}=n\,\frac{(2k_s+1)(k+2)}{3(k+2k_s)} .
\label{eq:napp}
\end{equation}
It equals $n$ at $k\to1$ and rises with $k$. For $k_s=4$, $k=2.5$ and $n=2$ it is $2\times9\times4.5/(3\times10.5)=2.57$. A fitted slope above 2 is therefore not, by itself, evidence for a steeper mechanical law.

\section{Worked example}

Take the round model parameters $k_s=4$ and $E_s=80$ GPa, with $n=2$. They do not stand for a particular film. Where the permittivity is lowered partly by a change of chemistry, such as terminal organic groups that cut the network, the skeleton does not share these values and the film can be much softer than the estimates below. For a film of $k=2.5$, Clausius--Mossotti gives
\begin{align}
f_{\rm CM}&=\frac{1.5/4.5}{3/6}=\frac{0.3333}{0.5000}=0.667,\\
E&=80\times0.667^2=35.6\ \text{GPa},
\end{align}
or $1.21\times10^{-3}$ hartree/bohr$^3$. The pore law gives
\begin{align}
f_{\rm pore}&=\frac{3\times4\times1.5}{3\times10.5}=0.571,\\
E&=80\times0.571^2=26.1\ \text{GPa}.
\end{align}
The choice of geometry changes the predicted modulus by a factor of $35.6/26.1=1.36$. Other permittivities give the following moduli in GPa.
\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{Clausius--Mossotti} & \multicolumn{2}{c}{pore law}\\
$k$ & $n=2$ & $n=3$ & $n=2$ & $n=3$\\
3.5 & 66.1 & 60.1 & 60.5 & 52.6\\
3.0 & 51.2 & 41.0 & 42.3 & 30.8\\
2.5 & 35.6 & 23.7 & 26.1 & 14.9\\
2.0 & 20.0 & 10.0 & 12.8 & 5.1
\end{tabular}
\end{center}
At $k=2.5$ and 2.0 the pore law implies $p=0.43$ and 0.60, beyond the pore fraction of 0.30 at which it was tested. Its entries in those two rows, including the 26.1 GPa found above, are extrapolations. So are all the Clausius--Mossotti entries if the film is read as separated grains, because they have $f\ge0.5$ and grains were tested only at $f=0.3$. The rows $k=3.5$ and 3.0 have $f=0.91$ and 0.80, above the close-packing fraction 0.74, so they cannot be realized by separated equal spheres. Likewise $p=0.60$ exceeds the fraction $\pi/6=0.52$ at which the spheres of the tested simple cubic array touch.

By Eq.~\eqref{eq:sens}, the sensitivity at $k=2.5$ is $6/(1.5\times4.5)=0.89$ per unit of $k$ for $n=2$, and 1.33 for $n=3$. To first order, lowering $k$ by 0.1 then costs about 9\% or 13\% of the modulus. For $n=2$ the absolute slope is greatest at $k=2.5$. These figures belong to the Clausius--Mossotti estimate, not to the pore law.

\section{Inversion for a required modulus}

For a required modulus, first compute $f=(E/E_s)^{1/n}$. On the Clausius--Mossotti route set $x=f(k_s-1)/(k_s+2)$. Then $k-1=x(k+2)$, so
\begin{equation}
k=\frac{1+2x}{1-x}.
\end{equation}
On the pore route set $b=(k_s-1)/(2k_s+1)$. Equation~\eqref{eq:pore} reads $k-k_s=-pb(k+2k_s)$, so
\begin{equation}
k=k_s\frac{1-2pb}{1+pb},\qquad p=1-f .
\end{equation}

For $E=10$ GPa and $n=2$, $f=(10/80)^{1/2}=0.354$. The first route has $x=0.177$ and gives $k=1.64$. The second has $p=0.646$ and $b=1/3$ and gives $k=1.87$. For $n=3$ the values are 2.00 and 2.29. Here the choice of exponent shifts the permittivity by about 0.4 and the choice of geometry by 0.2 to 0.3, so both must be established before such a value is used as a design limit. The pore-route values again lie beyond the tested pore fraction, and $p=0.646$ cannot be reached by separate equal pores in a simple cubic array. The numerical output below lists the values to more digits than these models warrant for a film.

\section*{Computed results}
\begin{verbatim}
dense solid: k_s = 4.0, E_s = 80.0 GPa
dense solid (k_s-1)/(k_s+2) = 0.5000
dipole lattice: spacing 5.0 bohr, alpha 14.921 bohr^3
local-field factor from lattice sums = 4.18881
4 pi/3 = 4.18879
slab f = 0.1: k = 1.1579, (k-1)/(k+2) = 0.05000
slab f = 0.3: k = 1.5294, (k-1)/(k+2) = 0.15000
slab f = 0.6: k = 2.2857, (k-1)/(k+2) = 0.30000
slab f = 1.0: k = 4.0000, (k-1)/(k+2) = 0.50000
Kelvin frame exponent at f = 0.001: 1.9991
Kelvin frame exponent at f = 0.1: 1.9174
cubic frame axial exponent at f = 0.1: 1.0000
slab+cubic frame, slope against (k-1)/(k+2): 1.0000
slab+cubic frame, slope against k-1: 0.9081
grains f = 0.3: field k = 1.534, CM 1.529, pore law 1.730
pores f = 0.7: field k = 2.894, CM 2.615, pore law 2.909
CM solid fraction inferred from that pore-array k: 0.774
k = 3.5 CM: (k-1)/(k+2) = 0.4545, f = 0.9091, E(n=2) = 66.12 GPa, E(n=3) = 60.11 GPa
k = 3.5 pore law: f = 0.8696, E(n=2) = 60.49 GPa, E(n=3) = 52.60 GPa
k = 3.0 CM: (k-1)/(k+2) = 0.4000, f = 0.8000, E(n=2) = 51.20 GPa, E(n=3) = 40.96 GPa
k = 3.0 pore law: f = 0.7273, E(n=2) = 42.31 GPa, E(n=3) = 30.77 GPa
k = 2.5 CM: (k-1)/(k+2) = 0.3333, f = 0.6667, E(n=2) = 35.56 GPa, E(n=3) = 23.70 GPa
k = 2.5 pore law: f = 0.5714, E(n=2) = 26.12 GPa, E(n=3) = 14.93 GPa
k = 2.0 CM: (k-1)/(k+2) = 0.2500, f = 0.5000, E(n=2) = 20.00 GPa, E(n=3) = 10.00 GPa
k = 2.0 pore law: f = 0.4000, E(n=2) = 12.80 GPa, E(n=3) = 5.12 GPa
1 hartree/bohr^3 = 29421.0 GPa
CM E(k=2.5, n=2) = 1.2085e-03 hartree/bohr^3
CM d ln E/dk at k = 2.5, n = 2: 0.8889
CM d ln E/dk at k = 2.5, n = 3: 1.3333
k of greatest dE/dk, CM, n = 2: 2.500
apparent exponent of pore-law films at k = 2.5, n = 2: 2.5714
E = 10 GPa, n = 2: f = 0.3536, k(CM) = 1.644, k(pore law) = 1.873
E = 10 GPa, n = 3: f = 0.5000, k(CM) = 2.000, k(pore law) = 2.286
\end{verbatim}
